# Symmetry and counting of Coulomb and Gaunt integrals over Kramers pairs, part 1

(Sections cited here and not found follow in the later parts.)

## What symmetry fixes in advance

A two-electron integral over four-component spinors is bilinear in two overlap distributions, one for each electron, joined by the kernel $1/r_{12}$. The kernel is real, it is symmetric in the two electrons, and it does not act on spinor indices. Realness lets complex conjugation pass through it. Symmetry lets the two distributions change places. Blindness to spinor indices means that any identity obeyed point by point by a single distribution can be used on electron 1 alone or on electron 2 alone.

These three facts fix the shape of the answer. If the distributions built from a set of spinors contain $m$ independent real functions $\omega_1,\dots,\omega_m$, then every integral is a fixed linear combination of the numbers $V_{ab}=\iint\omega_a(1)\,\omega_b(2)/r_{12}$, which form a real symmetric $m\times m$ matrix with $m(m+1)/2$ independent entries. For $2n$ unrelated spinors the distributions form a Hermitian $2n\times 2n$ matrix of functions, so $m=4n^2$. Time reversal splits the Hermitian matrices into an even and an odd part. The charge density is even and the current density is odd, so the Coulomb integrals live on one part and the Gaunt integrals on the other, and the two values of $m$ must add up to $4n^2$.

Dimensions fix the size. In Hartree atomic units a Coulomb integral is an inverse length. The Gaunt distribution $\psi^\dagger\boldsymbol\alpha\psi$ couples large and small components, and for positive-energy spinors at leading order in $1/c$ the small component is of order $\nabla\psi_L/c$, so in that regime a Gaunt integral carries $1/c^2$ and two gradients. It has the dimension of $c^{-2}\,\text{length}^{-3}$, which is that of $c^{-2}\int\rho^2\,d^3r$ for a normalized density $\rho$. For the energy of a closed pair whose large component is a real orbital times a constant spin function, the pure number in front is derived below, at this leading order, to be $2\pi$.

## The time-reversal operator

Spinors are columns $\psi=(\psi_L,\psi_S)$ in the standard representation, with

$$\alpha_k=\begin{pmatrix}0&\sigma_k\\ \sigma_k&0\end{pmatrix},\qquad \Sigma_k=\begin{pmatrix}\sigma_k&0\\0&\sigma_k\end{pmatrix}.$$

Time reversal is

$$K\psi=J\psi^*,\qquad J=-i\Sigma_y,\qquad -i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

The matrix $J$ is real, $J^\dagger J=1$ and $J^2=-1$. Three properties follow.

First, $K^2\psi=J(J\psi^*)^*=J^2\psi=-\psi$, because $J$ is real.

Second, $K$ is antiunitary at each point of space, before any integration:

$$(K\phi)^\dagger(K\chi)=\phi^{T}J^\dagger J\chi^*=\phi^{T}\chi^*=(\phi^\dagger\chi)^*.\tag{1}$$

Third, $\boldsymbol\alpha$ is odd. One has $\sigma_y\sigma_k^*\sigma_y=-\sigma_k$ for all $k$: the matrices $\sigma_x$ and $\sigma_z$ are real and anticommute with $\sigma_y$, while $\sigma_y^*=-\sigma_y$ commutes with $\sigma_y$. Multiplying from the right by $\sigma_y$ gives $\sigma_y\sigma_k^*=-\sigma_k\sigma_y$. The block structure of $\alpha_k$ is real and commutes with $\Sigma_y$, so $J\alpha_k^*=-\alpha_kJ$, and

$$K\alpha_k\psi=J\alpha_k^*\psi^*=-\alpha_kK\psi .$$

The momentum $\mathbf p=-i\nabla$ is odd through the complex conjugation, $\beta$ is real and commutes with $J$, and a scalar potential is real. The Dirac Hamiltonian $c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V$ therefore commutes with $K$, and its eigenfunctions come in degenerate pairs $p$ and $Kp$.

There are $n$ such Kramers pairs. One member of each is called unbarred, $p$, and its partner is defined as $\bar p=Kp$. Then $K\bar p=-p$. A capital letter $P$ stands for any of the $2n$ labels, $\bar P$ for the other label of the same pair (so that barring a label twice returns the label), and the sign is kept separately:

$$KP=s(P)\,\bar P,\qquad s(p)=+1,\quad s(\bar p)=-1,\qquad s(P)\,s(\bar P)=-1.\tag{2}$$

The label rule, under which two bars cancel, differs from the function rule $K^2=-1$. Equation (2) keeps the two apart.

The distributions and integrals are

$$\Omega_{PQ}(\mathbf r)=P^\dagger(\mathbf r)\,O\,Q(\mathbf r),\qquad (PQ|RS)=t\iint\frac{\Omega_{PQ}(1)\cdot\Omega_{RS}(2)}{r_{12}}\,d^3r_1\,d^3r_2 .\tag{3}$$

For the Coulomb operator $1/r_{12}$, $O=1$ and $t=+1$. For the Gaunt operator $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$, $O=\boldsymbol\alpha$, the dot is the scalar product of two vector fields, and $t=-1$. The same $t$ is the time-reversal parity of $O$, $KO=tOK$. The overall sign in (3) plays no part in the relations; the parity does. Neither orthonormality nor a point group nor any eigenvalue equation is assumed for the spinors.

## Two identities for one distribution

Since $O$ is Hermitian,

$$\Omega_{PQ}^*=(P^\dagger OQ)^*=Q^\dagger OP=\Omega_{QP}.\tag{4}$$

For time reversal, evaluate $(KP)^\dagger O(KQ)$ in two ways. By (2) it is $s(P)s(Q)\,\Omega_{\bar P\bar Q}$. By $OK=tKO$, then (1), then (4), it is

$$t\,(KP)^\dagger K(OQ)=t\,(P^\dagger OQ)^*=t\,\Omega_{QP}.$$

Equating the two, multiplying by $t$, and exchanging the names $P$ and $Q$,

$$\Omega_{PQ}=\tau_{PQ}\,\Omega_{\bar Q\bar P},\qquad \tau_{PQ}=t\,s(P)\,s(Q).\tag{5}$$

This relation is linear: the conjugation in $K$ has been absorbed by the transposition of the labels. Written out,

$$\Omega_{\bar p\bar q}=t\,\Omega_{qp},\qquad \Omega_{\bar pq}=-t\,\Omega_{\bar qp},\qquad \Omega_{p\bar q}=-t\,\Omega_{q\bar p}.\tag{6}$$

## The simplest case: one pair

For $n=1$ there are four distributions and sixteen integrals.

Coulomb, $t=+1$. Equation (6) gives $\Omega_{\bar p\bar p}=\Omega_{pp}=\rho$, real by (4), and $\Omega_{\bar pp}=-\Omega_{\bar pp}=0$. The two members of a pair have the same density and are orthogonal at every point, not only after integration. So $m=1$. The four integrals $(pp|pp)$, $(\bar p\bar p|pp)$, $(pp|\bar p\bar p)$, $(\bar p\bar p|\bar p\bar p)$ are equal and real, and the other twelve vanish.

Gaunt, $t=-1$. Now $\Omega_{\bar p\bar p}=-\Omega_{pp}$, and $\Omega_{\bar pp}=+\Omega_{\bar pp}$ is no condition at all. Define three real vector fields by

$$\Omega_{pp}=\mathbf j^z,\qquad \Omega_{\bar pp}=\mathbf j^x+i\,\mathbf j^y,\qquad \Omega_{p\bar p}=\mathbf j^x-i\,\mathbf j^y .$$

The superscripts refer to axes in the two-dimensional space of the pair. For a state $\psi=a\,p+b\,\bar p$ with $2a^*b=n_x+in_y$ and $|a|^2-|b|^2=n_z$,

$$\psi^\dagger\boldsymbol\alpha\psi=n_z\,\mathbf j^z+2\,\mathrm{Re}\!\left[b^*a\,(\mathbf j^x+i\mathbf j^y)\right]=n_x\mathbf j^x+n_y\mathbf j^y+n_z\mathbf j^z ,$$

because $2b^*a=n_x-in_y$. The three fields are the currents (divided by $c$) carried by the pair when its pseudospin points along $x$, $y$ or $z$. So $m=3$, and the two values add to $1+3=4=4n^2$ as required. With the real symmetric tensor

$$W_{kl}=\iint \frac{\mathbf j^k(1)\cdot\mathbf j^l(2)}{r_{12}}$$

four integrals contain everything:

$$\begin{aligned}A&=(pp|pp)=-W_{zz},\\ B&=(\bar pp|pp)=-(W_{xz}+iW_{yz}),\\ C&=(\bar pp|\bar pp)=-(W_{xx}-W_{yy}+2iW_{xy}),\\ D&=(\bar pp|p\bar p)=-(W_{xx}+W_{yy}).\end{aligned}\tag{7}$$

They hold $1+2+2+1=6$ real numbers, the six entries of $W$. Two features carry over to every $n$. There are four kinds of integral. And the integral $(\bar p\bar p|pp)=+W_{zz}=-A$ has two bars like $C$ and $D$, yet it is tied to the integral with none. The number of bars does not label a kind of integral.

## The four generating relations

Insert (4) and (5) in (3), for general labels.

Exchange of the electrons: renaming the integration variables, with $r_{12}=r_{21}$,

$$\mathcal P:\quad (PQ|RS)=(RS|PQ).$$

Complex conjugation: the kernel is real, so conjugation acts on both distributions and (4) applies to each,

$$\mathcal H:\quad (PQ|RS)=(QP|SR)^*.$$

Time reversal of one electron: (5) is a pointwise identity between functions, so it may be put into the first or the second slot alone,

$$\mathcal T_1:\quad (PQ|RS)=\tau_{PQ}\,(\bar Q\bar P|RS),\qquad \mathcal T_2:\quad (PQ|RS)=\tau_{RS}\,(PQ|\bar S\bar R).$$

For complex spinors there is no relation that transposes one pair of labels and does nothing else: $(PQ|RS)$ and $(QP|RS)$ are unrelated in general. The operations $\mathcal T_1,\mathcal T_2$ take the place of that transposition, at the price of barring both labels.

## The group

Each generator squares to the identity. For $\mathcal T_1$ the labels return and the sign is $\tau_{PQ}\tau_{\bar Q\bar P}=t^2\,[s(P)s(\bar P)]\,[s(Q)s(\bar Q)]=(-1)(-1)=+1$. The operations $\mathcal T_1$ and $\mathcal T_2$ act on different slots and commute. Exchange converts one into the other, $\mathcal P\mathcal T_1\mathcal P=\mathcal T_2$. Hence $(\mathcal P\mathcal T_1)^2=\mathcal T_2\mathcal T_1\neq1$ and $(\mathcal P\mathcal T_1)^4=1$. A group generated by two involutions, here $\mathcal P$ and $\mathcal T_1$, whose product has order four is the dihedral group $D_4$ of order 8.

The operation $\mathcal H$ commutes with $\mathcal P$, since transposing inside both slots and exchanging the slots can be done in either order. It commutes with $\mathcal T_1$: both orders send $(PQ|RS)$ to $(\bar P\bar Q|SR)^*$, and the sign is the same because $\tau_{QP}=\tau_{PQ}$ is real. It carries a conjugation and so is not in $D_4$. The full group is $D_4\times Z_2$, of order 16. As a check on the identification, $D_4$ has five elements of order two and two of order four, so the product has $2\cdot5+1=11$ elements of order two and $2\cdot2=4$ of order four, in agreement with the enumeration in the numerical check, which finds 16 elements and 11 of order two. The remaining four must have order four, because an element of higher order would generate a cyclic subgroup of order eight, with four elements of order eight and two of order four, six in all.

Every element can be written $\mathcal T_1^a\mathcal T_2^b\mathcal H^c\mathcal P^d$ with exponents 0 or 1. The eight with $d=0$ are

$$\begin{aligned}(PQ|RS)&=\tau_{PQ}(\bar Q\bar P|RS)=\tau_{RS}(PQ|\bar S\bar R)=\tau_{PQ}\tau_{RS}(\bar Q\bar P|\bar S\bar R)\\&=(QP|SR)^*=\tau_{PQ}(\bar P\bar Q|SR)^*=\tau_{RS}(QP|\bar R\bar S)^*\\&=\tau_{PQ}\tau_{RS}(\bar P\bar Q|\bar R\bar S)^*,\end{aligned}\tag{8}$$

and the other eight are the same expressions with the two slots exchanged. The last entry is the global time reversal $\Theta=\mathcal T_1\mathcal T_2\mathcal H$,

$$(PQ|RS)=s(P)s(Q)s(R)s(S)\,(\bar P\bar Q|\bar R\bar S)^*,$$

in which $t^2=1$ has dropped out. It expresses only that the two-electron operator as a whole is even under time reversal, and it is identical for Coulomb and Gaunt.

Limit test. Let the spinors be nonrelativistic with real orbitals, $p=\phi_p\chi_\uparrow$. Then $\bar p=\phi_p\chi_\downarrow$, since $-i\sigma_y(1,0)^T=(0,1)^T$. For Coulomb, $\Omega_{\bar p\bar q}=\Omega_{pq}=\phi_p\phi_q$, so the relation $(pq|rs)=(\bar q\bar p|rs)$ becomes $(pq|rs)=(qp|rs)$ over spatial orbitals. The operations $\mathcal T_1,\mathcal T_2,\mathcal P$ then give the familiar eightfold symmetry, and $\Theta$ says that the integral is real.

## Classes of bar patterns

Let $b(P)=1$ for a barred label and 0 otherwise. A pattern is the string $b(P)b(Q)b(R)b(S)$; there are 16. A class is a set of patterns connected by the group. Define

$$x=b(P)-b(Q),\qquad y=b(R)-b(S).$$

Under $\mathcal T_1$ the first slot becomes $\bar Q\bar P$, so $x\to[1-b(Q)]-[1-b(P)]=x$. The value $x=0$ belongs to the slots 00 and 11, which $\mathcal T_1$ exchanges; the slots 10 ($x=1$) and 01 ($x=-1$) are each mapped to themselves. The same holds for $\mathcal T_2$ and $y$. Under $\mathcal H$, $(x,y)\to(-x,-y)$, and under $\mathcal P$, $(x,y)\to(y,x)$. The nine points $(x,y)$ fall into four orbits: the origin; the four points with one zero coordinate; $(1,1)$ with $(-1,-1)$; and $(1,-1)$ with $(-1,1)$.

| class | representative | patterns |
|---|---|---|
| A | $(pq\vert rs)$ | 0000, 1100, 0011, 1111 |
| B | $(\bar pq\vert rs)$ | the four with one bar, the four with three |
| C | $(\bar pq\vert\bar rs)$ | 1010, 0101 |
| D | $(\bar pq\vert r\bar s)$ | 1001, 0110 |

The sizes are 4, 8, 2, 2. Sorted by number of bars, the single pattern with none and the single one with four are in A, the four with one and the four with three are in B, and the six with two bars divide equally among A, C and D. Under $\mathcal T_1$ the number of bars in the first slot goes from $\nu$ to $2-\nu$, so only the parity of the total is conserved. Counted by the fewest bars a representative needs, the classes are: one class with a representative without bars, one with a representative with one bar, two with two bars, and none that needs three or four. The classes are the same for both operators, since $t$ enters the signs and not the labels.

Specializing (8) gives the working relations. For A, $\tau_{PQ}=\tau_{RS}=t$:

$$\begin{aligned}(pq|rs)&=t(\bar q\bar p|rs)=t(pq|\bar s\bar r)=(\bar q\bar p|\bar s\bar r)\\&=(qp|sr)^*=t(\bar p\bar q|sr)^*=t(qp|\bar r\bar s)^*=(\bar p\bar q|\bar r\bar s)^*.\end{aligned}$$

For B, $\tau_{PQ}=-t$ and $\tau_{RS}=t$:

$$\begin{aligned}(\bar pq|rs)&=-t(\bar qp|rs)=t(\bar pq|\bar s\bar r)=-(\bar qp|\bar s\bar r)\\&=(q\bar p|sr)^*=-t(p\bar q|sr)^*=t(q\bar p|\bar r\bar s)^*=-(p\bar q|\bar r\bar s)^*.\end{aligned}$$

For C, both signs are $-t$:

$$\begin{aligned}(\bar pq|\bar rs)&=-t(\bar qp|\bar rs)=-t(\bar pq|\bar sr)=(\bar qp|\bar sr)\\&=(q\bar p|s\bar r)^*=-t(p\bar q|s\bar r)^*=-t(q\bar p|r\bar s)^*=(p\bar q|r\bar s)^*.\end{aligned}$$

For D, both signs are again $-t$:

$$\begin{aligned}(\bar pq|r\bar s)&=-t(\bar qp|r\bar s)=-t(\bar pq|s\bar r)=(\bar qp|s\bar r)\\&=(q\bar p|\bar sr)^*=-t(p\bar q|\bar sr)^*=-t(q\bar p|\bar rs)^*=(p\bar q|\bar rs)^*.\end{aligned}$$

Each line is doubled by exchange of the slots.

If only $\mathcal P$, $\mathcal H$ and $\Theta$ are used, a group of order 8, the count is different. The operation $\Theta$ flips all four bars. It joins 0000 to 1111 and 1100 to 0011, and neither $\mathcal P$ nor $\mathcal H$ connects these two sets, because both conserve the number of bars. Class A then splits in two and there are five classes, of sizes 2, 2, 2, 2, 8. The merging of $(\bar p\bar q|rs)$ with $(pq|rs)$ is the work of the one-electron reversal.

The exchange, conjugation and one-electron time-reversal relations form a group of order 16, which sorts the integrals into four classes of bar patterns for both operators. It remains to count the unique integrals, to show that no further linear relation holds for arbitrary spinors, and to apply the results to energies.
